# Why semilocal functionals put stretched H2+ too low, behind a barrier

## What goes wrong

Suppose the dissociation energy of H$_2^+$ is taken from a PBE energy curve, as the difference between the separated limit and the bottom of the well. The result is 0.0036 hartree. The correct answer is about 0.10 hartree. The same curve shows a barrier of about 0.96 eV against bringing the separated fragments together, although a proton and a hydrogen atom attract each other at long range.

Both faults appear in a system with one electron, where there is no correlation and the Schrödinger equation is easily solved. They have two sources. A semilocal functional such as PBE assigns too low an energy to a hydrogen atom holding half an electron, and it leaves an uncancelled repulsion $1/(4R)$ between two such atoms.

Hartree atomic units are used, so $R$ is in bohr. The nuclei are fixed, relativity is neglected, and the electron has spin up. The density $\rho$ is therefore fully spin-polarized. "Semilocal" means that the exchange-correlation energy is an integral over space of a function of $\rho$ and its gradient at each point. LSDA here means Slater exchange with PW92 correlation.

## What the energy should do

For one electron in an orbital $\psi$, with $\rho=|\psi|^2$, the Hartree energy is

$$U[\rho]=\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

An electron does not repel itself, so exact exchange must be $E_x=-U[\rho]$, and correlation vanishes. What remains is the energy of the bare Hamiltonian: kinetic energy, nuclear attraction and nuclear repulsion.

At infinite separation this energy is $-\tfrac12$, whether the electron sits on one proton or is shared in the symmetric $\sigma_g$ state. The approach to the limit follows from the polarization of an atom by a proton, whose field is $F=1/R^2$. For the perturbation $Fz$, the first-order function

$$\psi_1=-F\left(1+\frac r2\right)z\,\psi_0,\qquad \psi_0=\frac{e^{-r}}{\sqrt\pi},$$

solves $(H_0-E_0)\psi_1=-Fz\psi_0$. To see this, write $\psi_1=f\psi_0$ with $f=-F(r+r^2/2)\cos\theta$. Since $\partial_r\psi_0=-\psi_0$,

$$(H_0-E_0)f\psi_0=\left(-\tfrac12\nabla^2f+\partial_rf\right)\psi_0 .$$

Here $\nabla^2 f=-2F\cos\theta$ and $\partial_r f=-F(1+r)\cos\theta$, and the bracket becomes $-Fr\cos\theta$, as required. With $\langle r^2\rangle=3$ and $\langle r^3\rangle=15/2$, the second-order energy is

$$\langle\psi_0|Fz|\psi_1\rangle=-\frac{F^2}{3}\left(\langle r^2\rangle+\frac{\langle r^3\rangle}{2}\right)=-\frac94F^2 .$$

The true curve thus approaches its limit from below, as $-\tfrac12-9/(4R^4)$ to leading order.

A fractional charge $n$ on one atom represents an average over an ensemble: one electron with weight $n$, none with weight $1-n$. Its exact energy is

$$E_A(n)=(1-n)E_A(0)+nE_A(1)=nE_A(1),\qquad E_A(0)=0 .$$

This is a straight line, so two half-electron atoms have the same energy as an atom and a proton.

## What a semilocal functional does instead

At large $R$ the $\sigma_g$ orbital is $(\phi_A+\phi_B)/\sqrt{2(1+S)}$, where $S$ is the overlap of the two atomic orbitals. Both $S$ and the product $\phi_A\phi_B$ are exponentially small, so

$$\rho\to\tfrac12|\phi_A|^2+\tfrac12|\phi_B|^2 .$$

Near each nucleus the functional sees half an atomic density. Because it depends on local information, $E_{xc}[\rho]$ becomes the sum of two half-atom values, with an exponentially small correction from the region where the tails meet. The functional cannot register that the two halves belong to one electron.

The electrostatic terms between the fragments do not vanish exponentially. Outside a spherical charge the potential is that of a point charge, so these terms are:

- nuclear repulsion, $+1/R$;
- attraction of each half electron to the other nucleus, $2\times(-\tfrac12/R)=-1/R$;
- Hartree repulsion between the halves, $(\tfrac12)(\tfrac12)/R=+1/(4R)$.

The factor $\tfrac12$ in $U$ has been used in the last line: the double integral contains the cross term twice. The sum is $+1/(4R)$, the repulsion of two ions of charge $+\tfrac12$. It does not depend on the shape of the spherical fragments, so each fragment relaxes to its own minimum $E_A(\tfrac12)$.

The first correction from distortion is polarization. Each fragment feels the field $1/(2R^2)$ of the other. If $\alpha_{1/2}$ is the polarizability of the half-electron atom, the two together gain $2\times\tfrac12\alpha_{1/2}/(4R^4)$. Hence

$$E(R)=2E_A(\tfrac12)+\frac1{4R}-\frac{\alpha_{1/2}}{4R^4}+\dots \tag{1}$$

Exact exchange would contribute $-1/(4R)$ and cancel the Hartree cross term. It would also cancel the Hartree energy inside each half atom. Semilocal exchange does neither: the cross term is missed completely, and the internal term is compensated with the wrong dependence on $n$.

## Why half an atom is too low

The dependence on $n$ can be followed in a model with exchange but no correlation. Take the density

$$\rho=n\,\frac{\zeta^3}{\pi}e^{-2\zeta r},$$

with $\zeta$ free to adjust. The kinetic and nuclear energies are $n(\zeta^2/2-\zeta)$.

For the Hartree term set $n=\zeta=1$ first. The charge within radius $r$ is $Q(r)=1-e^{-2r}(1+2r+2r^2)$. Building the charge up shell by shell counts each pair once:

$$U=\int_0^\infty4re^{-2r}Q(r)\,dr
=1-4\left(\frac1{16}+\frac1{16}+\frac3{64}\right)=\frac5{16}.$$

Restoring the scale gives $\tfrac5{16}n^2\zeta$.

Exchange for a fully polarized density follows from the spin-scaling relation $E_x[\rho,0]=\tfrac12E_x^{\rm unpol}[2\rho]$, which supplies a factor $\tfrac12\,2^{4/3}=2^{1/3}$:

$$E_x=-2^{1/3}\,\frac34\left(\frac3\pi\right)^{1/3}\int\rho^{4/3}\,d^3r .$$

The integral is

$$\int\rho^{4/3}d^3r=n^{4/3}\frac{\zeta^4}{\pi^{4/3}}\,4\pi\,\frac{2}{(8\zeta/3)^3}
=\frac{27}{64}\,\frac{n^{4/3}\zeta}{\pi^{1/3}} .$$

Thus $E_x=-c\,n^{4/3}\zeta$, with

$$c=\frac{81}{256}\left(\frac6{\pi^2}\right)^{1/3}=0.2680 .$$

Collecting the terms,

$$E=\frac n2\zeta^2-n\,g(n)\,\zeta,\qquad g(n)=1-\frac{5n}{16}+c\,n^{1/3}.$$

The derivative with respect to $\zeta$ vanishes at $\zeta=g$, which gives

$$E_A(n)=-\frac n2\left[1-\frac{5n}{16}+c\,n^{1/3}\right]^2. \tag{2}$$

For half an electron $g=1-0.1563+0.2127=1.0565$ and $E_A(\tfrac12)=-0.2790$. For a whole electron $g=0.9555$ and $E_A(1)=-0.4565$. The two half atoms together lie lower by

$$2E_A(\tfrac12)-E_A(1)=-0.1016\ \text{hartree}.$$

Self-consistent exchange-only LSDA atoms give $2(-0.27906)+0.45707=-0.1011$, so the single scale parameter captures the effect.

The origin is plainest at fixed $\zeta=1$, where the kinetic and nuclear terms are linear in $n$ and cancel from the difference. Halving the charge on each site changes the total Hartree energy by

$$2\left(\tfrac14U\right)-U=-\tfrac12U=-0.1563 .$$

Local exchange changes by

$$-2\left(\tfrac12\right)^{4/3}c+c=c\left(1-2^{-1/3}\right)=+0.0553 .$$

Exact exchange would change by $+\tfrac12U$ and restore the balance. Local exchange returns about a third of it. The remaining $-0.1010$ hartree is the gain from spreading the electron's fictitious self-repulsion over two sites.

This estimate uses the correct density of the separated $\sigma_g$ state. In this model, therefore, the fault lies almost wholly in the energy functional; supplying a better density does not remove it.

## How far convexity holds

The low half-atom energy suggests that $E_A(n)$ is convex. A convex curve has its midpoint on or below the chord from $n=0$ to $n=1$, and that is the property needed here. Convexity does not, however, hold over the whole interval. For small $n$, Eq. (2) becomes

$$E_A(n)\simeq-\frac n2-c\,n^{4/3},\qquad
E_A''(n)\simeq-\frac49\,c\,n^{-2/3}<0 .$$

Exchange makes the curve concave there. A numerical root search on the second derivative of Eq. (2) puts the inflection at $n=0.084$. Above it the Hartree term dominates and the curve bends upward.

The full functionals behave in the same way. For PBE, atoms with 0.02 and 0.04 electrons have energies $-0.01223$ and $-0.02518$ hartree. The second difference starting from $E_A(0)=0$ is $-0.02518+2(0.01223)=-0.0007$, which is negative. Around $n=\tfrac12$ the finite-difference curvature is positive, 0.467 hartree for PBE and 0.442 hartree for LSDA.

## How large the error is

The following energies were computed in an uncontracted Gaussian basis with ten s, three p and one d shell per atom. Exchange-correlation integrals were done on a numerical grid. The fractional atoms were solved self-consistently with one orbital of occupation $n$, and the molecule was kept in its $\sigma_g$ state. The reference is the bare one-electron Hamiltonian in the same basis. It omits only what the finite basis cannot describe within the fixed-nucleus, nonrelativistic problem; for the isolated atom this costs $1.2\times10^{-5}$ hartree, and for the stretched molecule more, about $2.4\times10^{-4}$ hartree at $R=5$. The density-functional values carry a similar basis error. Enlarging the basis to twelve s, five p and two d shells lowers the molecular energies by up to $1\times10^{-4}$ hartree, changes the barrier heights and dissociation energies by up to the same amount, and moves the barrier positions out by about 0.01 bohr, while the atomic energies change by about $10^{-5}$ hartree. The last digits below serve for comparisons within the one basis.

Atomic energies in hartree:

| $n$ | LSDA | PBE |
|---|---|---|
| 0.2 | −0.12344 | −0.12998 |
| 0.4 | −0.23812 | −0.24983 |
| 0.5 | −0.28935 | −0.30322 |
| 0.6 | −0.33617 | −0.35193 |
| 0.8 | −0.41629 | −0.43520 |
| 1.0 | −0.47870 | −0.49998 |

For PBE the separated limit is $2E_A(\tfrac12)=-0.6064$ hartree. This is 0.1065 hartree, or 2.90 eV, below PBE's own hydrogen atom. For LSDA the limit is $-0.5787$ hartree, which is 0.1000 hartree, or 2.72 eV, below its own atom.

Measured from the true value $-\tfrac12$, the LSDA limit is too low by 0.0787 hartree. This is 0.0277 hartree smaller than the PBE error of 0.1064. Most of the gap arises because the LSDA atom itself lies 0.0213 hartree too high; the other 0.0064 comes from LSDA's smaller drop below its own atom. PBE's nearly correct whole atom gives no protection: accuracy at $n=1$ does not ensure accuracy at $n=\tfrac12$.

Molecular energies in hartree:

| $R$ (bohr) | Reference | LSDA | PBE |
|---|---|---|---|
| 2.0 | −0.60249 | −0.58375 | −0.60922 |
| 3.0 | −0.57751 | −0.57372 | −0.59708 |
| 5.0 | −0.52418 | −0.54684 | −0.57238 |
| 6.4 | −0.50871 | −0.54500 | −0.57206 |
| 8.0 | −0.50250 | −0.54869 | −0.57629 |
| 12.0 | −0.50015 | −0.55792 | −0.58564 |
| 20.0 | −0.50000 | −0.56621 | −0.59393 |
| 30.0 | −0.49999 | −0.57037 | −0.59810 |

At $R=30$, Eq. (1) without polarization predicts $-0.60643+1/120=-0.59810$ hartree for PBE, in agreement with the table. The approach is slow: even at this distance the energy is 0.0083 hartree above its limit.

The separate parts show where the tail comes from. At $R=20$, subtract two PBE half atoms from the molecule. The Hartree energy differs by 0.012504 hartree, against $1/80=0.0125$. Exchange-correlation differs by 0.000002 hartree. The kinetic, nuclear-attraction and nuclear-repulsion terms together differ by $-0.000008$ hartree. The long-range repulsion is thus the Hartree cross term, left uncancelled.

Near equilibrium the fragments overlap and Eq. (1) does not apply. There PBE is 0.0084 hartree below the reference at its own minimum, $R=2.14$, while LSDA is 0.0158 hartree above the reference at its minimum, $R=2.19$. The large negative error develops as the bond is stretched.

## Why there is a barrier

Differentiating Eq. (1) gives

$$\frac{dE}{dR}=-\frac1{4R^2}+O(R^{-5}),$$

so the energy falls with distance at large $R$. Just outside a local minimum it rises. A smooth curve that first rises and later falls has a maximum between. The barrier therefore follows from two facts: the functional binds the molecule locally, and its tail is repulsive.

Its position depends on the short-range forces. Define $W(R)$ by

$$E(R)=2E_A(\tfrac12)+\frac1{4R}+W(R).$$

The remainder $W$ contains bonding, interpenetration of the charge clouds and polarization. The maximum lies where $W'(R)=1/(4R^2)$, that is, where the attraction in $W$ balances the repulsion.

Interpolating the computed curves with a cubic spline locates the extrema, at which the energies were then recomputed:

| Quantity | LSDA | PBE |
|---|---|---|
| Well energy (hartree) | −0.5851 | −0.6100 |
| Barrier position (bohr) | 5.96 | 5.68 |
| Barrier above well (hartree) | 0.0405 | 0.0387 |
| Barrier above limit (hartree) | 0.0340 | 0.0352 |

In PBE the point-charge repulsion at the maximum is 0.0440 hartree, so $W=0.03515-0.04401=-0.0089$ hartree. The attraction has not died out there, but it is already much the smaller term.

Removing $1/(4R)$ from the PBE energies at $R=3$, 5, 8 and 12 leaves $-0.6804$, $-0.6224$, $-0.6075$ and $-0.6065$ hartree. This sequence rises towards the limit and has no maximum. The low half-atom energy sets the level of the separated limit; the tail produces the barrier.

## Can the electron localize?

One might hope that a calculation without symmetry would place the electron on one proton and recover $E_A(1)$. Let $f$ electrons sit on A and $1-f$ on B. The ions have charges $1-f$ and $f$, so when overlap and polarization are negligible

$$E(f)=E_A(f)+E_A(1-f)+\frac{f(1-f)}R .$$

Set $f=\tfrac12+x$. The odd terms of the two atomic energies cancel, and $f(1-f)=\tfrac14-x^2$. To second order,

$$E=2E_A(\tfrac12)+\frac1{4R}+\left[E_A''(\tfrac12)-\frac1R\right]x^2 .$$

Equal sharing is locally stable if $R>1/E_A''(\tfrac12)$. For PBE this is 2.14 bohr, where overlap is strong, so the number is no prediction of a transition. It does show that the condition is well satisfied where the formula applies.

Larger transfers need the whole curve. At $R=10$ the PBE atomic energies give $-0.5814$ hartree for equal sharing, $-0.5778$ for $f=0.4$, $-0.5492$ for $f=0.2$ and $-0.5000$ for complete localization. Breaking the symmetry raises the energy.

A weak bias shows the same fault in the charge. If a uniform potential $\Delta>0$ acts on site A, the added energy is $f\Delta$. Minimizing with respect to $x$ gives

$$x=-\frac{\Delta}{2\left[E_A''(\tfrac12)-1/R\right]} .$$

In PBE a bias of 0.05 hartree moves only 0.068 electron at $R=10$, 0.060 at $R=20$ and 0.054 at infinite separation. With the exact straight line, and with the cross repulsion cancelled, the energy is $E_A(1)+f\Delta$ and the whole electron moves to B for any positive $\Delta$ at infinite separation; at large finite $R$ this needs only a $\Delta$ well above the exponentially small tunnelling splitting between the symmetric and antisymmetric states. A stretched bond between unequal sites can thus retain a false fractional charge.

## What to do

**Use separate fragments for dissociation energies.** Compute the molecule at its minimum and the hydrogen atom with one whole electron. PBE then gives $0.6100-0.5000=0.1100$ hartree; the reference at the same geometry gives 0.1016. For LSDA the values are 0.1064 and 0.1009. The remaining errors are below 0.01 hartree, whereas the stretched limit makes the PBE value wrong by almost the full binding energy. This remedy repairs the energy difference, not the curve between.

**Diagnose the tail.** Plot $E$ against $1/R$. A slope near $\tfrac14$ in this system reveals two half-charged fragments. Between $R=20$ and 30 the PBE slope is $0.00417/(1/20-1/30)=0.250$. A fractional-atom calculation then gives the false limit without any stretching.

**For the whole one-electron curve, remove the self-interaction.** Hartree–Fock does so because its exchange cancels $U$. The Perdew–Zunger correction also does so here, since it subtracts the Hartree and semilocal exchange-correlation energies of the single occupied orbital. Both reduce to the bare Hamiltonian.

**Do not expect a global hybrid to cure the problem.** With a fraction $a$ of exact exchange, the cross terms sum to $(1-a)/(4R)$. In the fixed-$\zeta$ exchange model the half-atom error is also multiplied by $1-a$. For $a=\tfrac14$ it falls from $-0.101$ to $-0.076$ hartree.

**Judge range-separated hybrids on both faults.** If exact exchange acts through the full long-range interaction $\operatorname{erf}(\omega r)/r$, it cancels the $1/(4R)$ tail once $\omega R\gg1$. The energy inside each half atom still contains semilocal short-range exchange, so the limit need not be correct. The absence of a repulsive tail is no proof that $2E_A(\tfrac12)=E_A(1)$.
